# Why short-wavelength roughness blocks direct bonding more than equal-amplitude waviness

**Question.** Two polished wafers are brought together without glue and without external load. In one pair the gap between the surfaces undulates by 1 nm with a wavelength of 10 µm; in another it undulates by the same 1 nm with a wavelength of 100 nm. Why can the first pair close completely while the second cannot, although the gaps are equally deep?

**Answer.**

### The mechanism

Surfaces that do not match can touch everywhere only if the wafers deform. Closing the gap stores elastic energy, and the adhesion of the newly joined area has to pay for it. The gain is the work of adhesion $w$ per unit area, which does not depend on the wavelength. The cost does.

Let the gap have amplitude $h$, wavelength $\lambda$ and wavenumber $k=2\pi/\lambda$. Closing it displaces the surfaces by about $h$ over a lateral distance of about $1/k$, so the strain is of order $kh$ and the energy density of order $Ek^2h^2$, with $E$ Young's modulus. The strain reaches to a depth of order $1/k$. The energy per area is the product,

$$Ek^2h^2\times\frac1k=Ekh^2 .$$

A shorter wave strains a thinner layer, which saves one power of $k$, but strains it harder, which costs two. One power is left.

### One wafer under a sinusoidal pressure

To obtain the factor, take linear isotropic elasticity, small slopes and plane strain. Let $y$ point into the wafer from its surface $y=0$. The surface carries a pressure $p_0\cos kx$ and no shear. For identical wafers the absence of shear follows from symmetry: both surfaces respond to the same pressure with the same tangential displacement, so neither drags the other. For different wafers it is an assumption of free slip.

Write the stresses through a function $\phi=g(y)\cos kx$:

$$\sigma_{xx}=\phi_{yy},\qquad \sigma_{yy}=\phi_{xx},\qquad \sigma_{xy}=-\phi_{xy}.$$

Equilibrium then holds identically, and compatibility of the strains requires $\nabla^4\phi=0$, that is $(d^2/dy^2-k^2)^2g=0$. For a very thick wafer the decaying solution is $g=(A+By)e^{-ky}$. At the surface, $\sigma_{yy}=-k^2g\cos kx=-p_0\cos kx$ gives $A=p_0/k^2$, and $\sigma_{xy}=kg'\sin kx=0$ gives $B=kA$. Hence

$$g=\frac{p_0}{k^2}(1+ky)e^{-ky},\qquad g''=-p_0(1-ky)e^{-ky}.$$

The normal displacement $v$ follows from the strains. Since $2\varepsilon_{xy}=\partial_yu_x+\partial_xv$,

$$\partial_x^2v=2\,\partial_x\varepsilon_{xy}-\partial_y\varepsilon_{xx}.$$

On the surface the shear strain vanishes for all $x$, so the first term drops. In plane strain $\varepsilon_{xx}=[\sigma_{xx}-\tfrac{\nu}{1-\nu}\sigma_{yy}]/E'$, with $E'=E/(1-\nu^2)$ and $\nu$ Poisson's ratio. There $\partial_y\sigma_{yy}=-k^2g'\cos kx=0$ as well. With $v=V\cos kx$ this leaves

$$V=\frac{g'''(0)}{k^2E'}=\frac{2p_0}{E'k},$$

because $g'''(0)=2kp_0$. The same pressure indents the surface less when it alternates more rapidly.

### Closing the gap between two wafers

Let the initial gap be $h(1-\cos kx)$, with the crests touching at $x=0$. The same pressure acts on both wafers, so their displacements add. The combined recession has amplitude $2p_0/(E^*k)$, where

$$\frac1{E^*}=\frac{1}{E_1'}+\frac{1}{E_2'} .$$

Complete closure requires this amplitude to equal $h$. The pressure amplitude is therefore

$$p^*=\tfrac12E^*kh .$$

It is compressive at the crests and tensile in the troughs. With no external load, adhesion must supply the tension. Displacement grows in proportion to pressure, so the stored energy is half the product of the final values, averaged over $x$:

$$U_0=\tfrac12\langle p^*\cos kx\; h\cos kx\rangle=\tfrac14p^*h=\frac{E^*kh^2}{8}.$$

This is the proportionality to wavenumber at fixed amplitude.

The depth argument can be checked by adding up the energy inside one wafer. Put $s=ky$. The stress amplitudes are $p_0(1-s)e^{-s}$, $p_0(1+s)e^{-s}$ and $p_0se^{-s}$ for $xx$, $yy$ and $xy$, and the averages of $\cos^2$ and $\sin^2$ are one half. The energy per area is

$$\frac{p_0^2}{4E'k}\int_0^\infty\! e^{-2s}\Big[2+2s^2-\frac{2\nu(1-s^2)}{1-\nu}+\frac{2s^2}{1-\nu}\Big]ds .$$

With $\int e^{-2s}ds=\tfrac12$ and $\int s^2e^{-2s}ds=\tfrac14$, the integral is

$$\frac32-\frac{\nu}{2(1-\nu)}+\frac{1}{2(1-\nu)}=2 .$$

The result $p_0^2/(2E'k)$ equals the surface work $\tfrac14p_0V$. For $\nu=0.25$, 50% of the energy lies within a depth $1/k$ and 97% within half a wavelength. The factor $1/k$ is this depth; the factor $k^2$ comes from $p_0^2$, since closure needs $p_0\propto k$.

"Equal amplitude" is essential. Written with the slope $kh$, the energy is $U_0=E^*(kh)^2/(8k)$, so at equal slope the longer wave costs more, as long as both waves are short compared with the wafer thickness.

If the gap contains several waves of different wavenumbers $k_n$ and amplitudes $h_n$, the products of different cosines average to zero and the energies add:

$$U=\sum_n\frac{E^*k_nh_n^2}{8}.$$

A ripple with 0.4 times the amplitude and five times the wavenumber of the main wave adds only $0.4^2=0.16$ of its mean square height, but $5\times0.16=0.8$ of its energy. A single root-mean-square height therefore does not determine whether a surface will bond.

### Very long waves: the wafer bends

The linear law assumes that the strained depth fits inside the wafer. Let both wafers have thickness $t$ and free back faces, and put $q=kt$. Measure $z=k(t-y)$ from the back face. There both normal and shear stress vanish, so $g=0$ and $dg/dz=0$ at $z=0$. The solutions that satisfy this are

$$g=a(\sinh z-z\cosh z)+b\,z\sinh z .$$

Let $S=\sinh q$ and $C=\cosh q$. At the loaded face $z=q$, zero shear requires

$$-aqS+b(S+qC)=0,$$

which is satisfied by $a=m(S+qC)$ and $b=mqS$. Then

$$g(q)=m[S^2-q^2C^2+q^2S^2]=m(S^2-q^2)=\frac{p_0}{k^2}$$

fixes $m$. The third derivative at $z=q$ is

$$-a(2C+qS)+b(3S+qC)=-2m(SC+q),$$

where $C^2-S^2=1$ was used. Since $d^3/dy^3=-k^3d^3/dz^3$, the surface formula for $V$ gives

$$V=\frac{2p_0}{E'k}\,\frac{SC+q}{S^2-q^2}.$$

The stiffness, and with it the energy of closing a given gap, is multiplied by

$$f(q)=\frac{\sinh^2q-q^2}{\sinh q\cosh q+q},\qquad U=f(kt)\,U_0 .$$

For large $q$, $f\to1$. For small $q$ the numerator tends to $q^4/3$ and the denominator to $2q$, so $f\to q^3/6$ and

$$U\to\frac{E^*t^3k^4h^2}{48}.$$

This is plate bending. Long waviness is even cheaper to remove than the linear law says. The factor reaches 0.99 at $kt=4.64$, or $\lambda=1.36\,t$; for shorter waves the energy is proportional to $k$ within about 1%.

### Does the gap actually close?

The condition $w>U_0$ says that full contact has lower energy than separation. The wafers have a third option: they can touch around the crests and stay open in the troughs. To treat it, return to half-spaces and assume that the range of adhesion is so short that attraction across the open gap acts only in a narrow zone at the contact edge.

Let $\theta=kx/2$, and let contact cover $|\theta|<\psi$ in each period, a fraction $c=2\psi/\pi$ of the area. At zero load the pressure is $p=\sum_{n\ge1}p_n\cos nkx$, and the combined recession is $u=\sum 2p_n\cos(nkx)/(E^*nk)$. Inside contact $u$ must equal $h\cos kx$ plus a constant. Differentiating gives

$$\sum p_n\sin nkx=p^*\sin kx\quad\text{(contact)},\qquad \sum p_n\cos nkx=0\quad\text{(open)}.$$

Both sums are parts of one function $P(\zeta)=\sum p_n\zeta^n$ at $\zeta=e^{ikx}$. It must be analytic for $|\zeta|<1$ and vanish at $\zeta=0$. The following function does this:

$$\frac{P}{p^*}=\frac{\zeta-\zeta^{-1}}2+\frac{(1+\zeta)(1-2\zeta\cos^2\psi+\zeta^2)}{2\zeta\sqrt{1-2\zeta\cos2\psi+\zeta^2}} .$$

Near $\zeta=0$ the second term is

$$\frac1{2\zeta}\left[1+\zeta(1-2\cos^2\psi+\cos2\psi)+O(\zeta^2)\right].$$

The bracket multiplying $\zeta$ is zero, and the pole cancels that of the first term, so $P(0)=0$. On the unit circle the first term is $i\sin kx$. In the second, use $1+\zeta=2\zeta^{1/2}\cos\theta$ and $1+\zeta^2=2\zeta\cos kx$, which turn it into

$$\frac{\cos\theta\,(\sin^2\psi-2\sin^2\theta)}{\sqrt{\sin^2\psi-\sin^2\theta}} .$$

Inside contact this is real, so the imaginary part of $P$ is $p^*\sin kx$, as required, and the expression times $p^*$ is the pressure. Outside, the root is imaginary and the pressure is zero. The inverse-square-root tension at the contact edge is the usual crack-tip form, and zero mean load fixes its strength.

Inside contact $u$ is a constant minus $2h\sin^2\theta$. The constant does no net work because the mean pressure is zero, so $U=\tfrac12\langle pu\rangle=-h\langle p\sin^2\theta\rangle$. Substituting $\sin\theta=\sin\psi\sin\varphi$,

$$U=-\frac{hp^*}{\pi}\sin^4\psi\int_{-\pi/2}^{\pi/2}\cos2\varphi\,\sin^2\varphi\,d\varphi .$$

The integral is $-\pi/4$, and since $U_0=p^*h/4$,

$$U=U_0\sin^4\psi .$$

Subtracting the adhesion gained gives the total energy per area,

$$F(\psi)=U_0\sin^4\psi-\frac{2\psi}{\pi}w .$$

Its stationary points satisfy

$$\sin^3\psi\cos\psi=\frac{w}{2\pi U_0}.$$

The left side is largest where $3\cos^2\psi=\sin^2\psi$, at $\psi=60^\circ$, with value $3\sqrt3/16$. For smaller $w/U_0$ there are two solutions: the one with less contact is a minimum of $F$, where the bond front stops, and the other is the top of a barrier. The barrier disappears when

$$\frac{w}{U_0}>\frac{3\sqrt3\,\pi}{8}=2.04 .$$

Contact then spreads from the crests to full closure unaided.

Between these cases lies the value above which full contact has the lowest energy of all states. It requires $U_0-w\le F(\psi)$ for every $\psi$, or

$$\frac w{U_0}\ge\frac{1-\sin^4\psi}{1-2\psi/\pi}.$$

The maximum of the right side is 1.50. A direct numerical solution of the contact problem, based on the displacement under line loads, reproduces both thresholds to better than 0.1%.

Each threshold has the form $w>\beta U_0$, with $\beta=1$, 1.50 or 2.04. The required adhesion is therefore proportional to $k$ in all three senses. Near $\psi=90^\circ$, however, $dF/d\psi\to-2w/\pi<0$: once complete, a flawless contact is locally stable in this model even for small $w$. The first two thresholds compare energies and the third describes unaided growth of contact; none is a criterion for an existing bond to fail.

### Numbers

Take two identical model wafers with $E=150$ GPa, $\nu=0.25$, $t=0.50$ mm and $w=0.100$ J/m². Then $E'=150/(1-0.0625)=160$ GPa and $E^*=80$ GPa. The gap amplitude is $h=1.00$ nm throughout.

**Wavelength 100 nm.** Here $k=6.283\times10^7$ m⁻¹ and

$$U_0=\frac{(80\times10^9)(6.283\times10^7)(10^{-9})^2}{8}=0.628\ \text{J/m}^2,$$

or 3.92 eV/nm². Adhesion supplies only 0.16 of this. Full closure would need stresses of amplitude 2.5 GPa, tensile in the troughs. For attraction of very short range, the model predicts contact over 19% of the area.

**Wavelength 1 µm.** The cost falls tenfold to 0.0628 J/m², and $w/U_0=1.59$ lies between 1.50 and 2.04. For attraction of very short range, full contact has the lowest energy, −37.2 mJ/m², but contact growing from the crests stops at 50% coverage, with −34.3 mJ/m². In this short-range limit the pair needs a push, although its final state is favourable. The two energies differ by only about 3 mJ/m², so a finite range of attraction can reverse their order.

**Wavelength 10 µm.** Now $U_0=0.00628$ J/m², one hundredth of the value at 100 nm, and $w/U_0=15.9$. The gap closes by itself.

**Wavelength 10 mm.** With $kt=0.314$ the wafers bend, and $f=0.0051$. The energy is $3.2\times10^{-8}$ J/m², and the cost would reach $w$ only at an amplitude of about 1.8 µm. The partial-contact thresholds were derived for half-spaces and are not applied here.

Setting $U_0=w/\beta$ gives the critical wavelength

$$\lambda_c=\beta\,\frac{\pi E^*h^2}{4w},$$

which is 628 nm, 943 nm and 1282 nm for the three values of $\beta$. Because $h$ enters squared, halving the amplitude lowers each by a factor of four. Conversely, the amplitude at which $U_0=w$ varies as $\sqrt{\lambda}$: it is 0.40 nm at 100 nm and 3.99 nm at 10 µm.

The contact fractions and the thresholds 1.50 and 2.04 require the attraction across the gap to be confined to a narrow zone at the contact edge. Adhesion of range $r$ can pull with a stress of about $w/r$. The calculated edge tension, of order $\sqrt{E^*w/d}$ at a distance $d$ from the edge, exceeds this within $d\sim E^*r^2/w$. For $r$ of about 0.3 nm this zone is some tens of nanometres wide: negligible for the 10 µm wave, noticeable for the 1 µm wave and comparable with the wavelength at 100 nm. For the two shorter waves the contact fractions and these two thresholds are therefore only rough estimates, and even a complete contact can reopen where the required tension exceeds about $w/r$. Plastic flow at the crests, trapped gas and particles are also left out. The elastic cost $U_0$ does not depend on the range of adhesion, and within linear elasticity it keeps its proportionality to $k$ as long as the wave is short compared with the wafer thickness and long compared with the atomic spacing.

## Computed values

```
Young modulus E = 150.0 GPa, Poisson ratio = 0.25
Eprime = 160.0 GPa, Estar = 80.0 GPa
wafer thickness t = 0.50 mm
work of adhesion w = 0.100 J/m^2
gap amplitude h = 1.00 nm
energy share within depth 1/k = 0.5038
energy share within half a wavelength = 0.9657
wavelength = 0.1 um: k = 6.2832e+07 1/m
  k t = 3.142e+04, layer factor f = 1
  half-space energy U0 = 6.2832e-01 J/m^2
  energy with thickness f*U0 = 6.2832e-01 J/m^2
  w/(f*U0) = 0.1592
  closing pressure = 2513 MPa
  amplitude h at which f*U0 = w: 0.3989 nm
wavelength = 1 um: k = 6.2832e+06 1/m
  k t = 3142, layer factor f = 1
  half-space energy U0 = 6.2832e-02 J/m^2
  energy with thickness f*U0 = 6.2832e-02 J/m^2
  w/(f*U0) = 1.592
  closing pressure = 251.3 MPa
  amplitude h at which f*U0 = w: 1.262 nm
wavelength = 10 um: k = 6.2832e+05 1/m
  k t = 314.2, layer factor f = 1
  half-space energy U0 = 6.2832e-03 J/m^2
  energy with thickness f*U0 = 6.2832e-03 J/m^2
  w/(f*U0) = 15.92
  closing pressure = 25.13 MPa
  amplitude h at which f*U0 = w: 3.989 nm
wavelength = 10000 um: k = 6.2832e+02 1/m
  k t = 0.3142, layer factor f = 0.005066
  half-space energy U0 = 6.2832e-06 J/m^2
  energy with thickness f*U0 = 3.1832e-08 J/m^2
  w/(f*U0) = 3.142e+06
  closing pressure = 0.0001273 MPa
  amplitude h at which f*U0 = w: 1772 nm
U0 at 100 nm in other units = 3.922 eV/nm^2
U0(100 nm)/U0(10 um) = 100.0
f = 0.99 at k t = 4.636, wavelength/t = 1.355
w/U0 for full contact lowest of all = 1.5010
  same from numerical contact = 1.5009
w/U0 for spontaneous closure = 2.0405
  same from numerical contact = 2.0402
largest error of U(c)/U0 curve = 2.6e-05
critical wavelength, w = U0: 628.3 nm
critical wavelength, lowest state: 943.1 nm
critical wavelength, spontaneous: 1282.1 nm
contact fraction at 100 nm = 0.1928
trapped contact fraction at 1 um = 0.5042
  same from numerical contact = 0.50
total energy at 1 um, trapped = -34.295 mJ/m^2
total energy at 1 um, full = -37.168 mJ/m^2
```
